# Moire Period and Exact Crystal Period in Commensurate Twisted Bilayers

**Q.** I have a model of a twisted bilayer: two equal hexagonal layers, lattice constant $a=0.32$ nm, twisted by $2.756^\circ$. The angle is commensurate, so the bilayer is a true crystal. The moire repeats every 6.65 nm. That must be the edge of its primitive cell.

**A.** What repeats after 6.65 nm?

**Q.** The stacking. Where one site lies on top of another, I find the same arrangement again one moire period away.

**A.** Let us separate two conditions: that the stacking repeats, and that the atoms repeat. Take rigid, unstrained layers, turned about a common lattice point by $0<\theta<60^\circ$. A moire is visible when $\theta$ is well below $30^\circ$. Write points of the plane as complex numbers. With $\omega=e^{i\pi/3}$, so that $\omega^2=\omega-1$, layer 1 has the lattice

$$\Lambda=a\,\mathbb Z[\omega]=\{a(x+y\omega):x,y\ \text{integers}\},$$

and layer 2 has $\zeta\Lambda$, with $\zeta=e^{i\theta}$. Extra atoms inside each layer's primitive cell do not change these translations.

A point $x$ has position $x$ modulo $\Lambda$ in layer 1 and, in layer 2's own frame, $\zeta^{-1}x$ modulo $\Lambda$. The local stacking is the difference,

$$d(x)=(1-\zeta^{-1})x\quad\text{modulo }\Lambda .$$

It repeats under $L$ when $(1-\zeta^{-1})L\in\Lambda$. These $L$ form the moire lattice $M=\Lambda/(1-\zeta^{-1})$. Since $|1-\zeta^{-1}|=2\sin(\theta/2)$, its period is

$$L_M=\frac{a}{2\sin(\theta/2)} .$$

**Q.** That is my 6.65 nm. What more could a crystal translation need?

**A.** It must carry each layer onto itself, because the layers lie at different heights. So $t$ is exact when both $t$ and $\zeta^{-1}t$ are in $\Lambda$. Their difference is then in $\Lambda$, so $t\in M$. Conversely, if $L$ is in both $M$ and $\Lambda$, then $\zeta^{-1}L=L-(1-\zeta^{-1})L$ is in $\Lambda$ too. The exact lattice is therefore

$$C=M\cap\Lambda .$$

A moire vector is a crystal translation only if it is also a lattice vector of layer 1. Otherwise both atomic lattices arrive displaced, by the same amount in their own frames. The stacking cannot reveal that common displacement.

**Q.** But can it happen at a commensurate angle?

**A.** We need all such angles. A shared nonzero period means $t=\zeta s$ with $t,s\in\Lambda$. Hence $\zeta=t\bar s/|s|^2=X+Y\omega$ with rational $X,Y$, and

$$\tan\frac\theta2=\frac{\sin\theta}{1+\cos\theta}=\frac{\sqrt3\,Y/2}{1+X+Y/2}.$$

So $\rho=\sqrt3\tan(\theta/2)$ is rational, and $0<\rho<1$ in our range. Write $(1/\rho-1)/2=m/r$ in lowest terms. Then

$$\tan\frac\theta2=\frac{r}{\sqrt3\,(2m+r)},\qquad m,r\ \text{positive and coprime}.$$

Now define $\beta=m+(m+r)\omega$ and $\beta'=(m+r)+m\omega$. Using $1+\omega=\sqrt3e^{i\pi/6}$ and $\omega-1=ie^{i\pi/6}$,

$$\beta,\beta'=e^{i\pi/6}\left[\sqrt3\left(m+\tfrac r2\right)\pm\tfrac{ir}{2}\right].$$

The ratio $\beta/\beta'$ has modulus one and phase $\theta$, so $\zeta=\beta/\beta'$. Also $|\beta|^2=3m^2+3mr+r^2$. For the moire lattice,

$$1-\zeta^{-1}=\frac{\beta-\beta'}{\beta}=\frac{r(\omega-1)}{\beta},\qquad M=\frac{a\beta}{r}\,\mathbb Z[\omega].$$

The factor $\omega-1=\omega^2$ drops out because it merely rotates $\mathbb Z[\omega]$ onto itself.

**Q.** And the exact lattice?

**A.** For $t=au$, we need $u\beta'/\beta$ in $\mathbb Z[\omega]$. This set has unique prime factorization, so we look for common factors of $\beta$ and $\beta'$. A common prime divides $\beta-\beta'=r\omega^2$, hence $r$. It also divides $\beta-r\omega=m(1+\omega)$. It cannot divide both $m$ and $r$, which are coprime, so it must be $1+\omega$, up to a unit. Since $|1+\omega|^2=3$, this requires 3 to divide $r$.

If 3 does not divide $r$, there is no common factor. Then $\beta$ must divide $u$, and $C=a\beta\,\mathbb Z[\omega]$. Its period is $r$ times that of $M$, so its cell contains $r^2$ moire cells.

If 3 divides $r$, it does not divide $m$. From $3=(1+\omega)(1+\bar\omega)$ and $1+\bar\omega=\bar\omega(1+\omega)$, the number 3, and hence $r$, contains $(1+\omega)^2$. So $\beta=m(1+\omega)+r\omega$ and $\beta'=m(1+\omega)+r$ each contain $1+\omega$ once. Removing it divides the area of $C$ by three, leaving $r^2/3$ moire cells.

Thus $r=1$ and $r=2$ give one and four moire cells, and $r=3$ gives three. Four cannot come from $r^2/3$, since $r^2=12$ has no integer solution. It needs $r=2$, and then $m$ is odd. Setting $m=2k-1$,

$$\tan\frac\theta2=\frac1{2\sqrt3\,k},\qquad L_M=\frac a2\sqrt{12k^2+1},\qquad L_C=2L_M .$$

An integer enumeration of all 106 coincidence angles with exact cells up to 400 layer cells agreed with this count in every case. The four-cell angles it found were $32.20^\circ$, $16.43^\circ$, $10.99^\circ$, $8.26^\circ$ and $6.61^\circ$, which are $k=1$ to 5. The first is too large for a visible moire of this kind.

**Q.** Then which is mine?

**A.** Yours is $k=12$:

$$L_M=\frac{0.32\ \text{nm}}2\sqrt{1729}=6.653\ \text{nm},\qquad L_C=13.306\ \text{nm}.$$

The exact cell has $2\times1729=3458$ lattice sites. A one-cell structure, $r=1$, $m=12$, lies only $0.110^\circ$ away. Its moire and exact periods are both 6.930 nm, with 938 sites. The visible period changes by about 4%, while the exact one almost halves.

**Q.** What differs among my four moire cells, if the stacking is the same?

**A.** The position of the atoms beneath the pattern. For $r=2$ one moire vector is

$$\frac{a\beta}{2}=\frac a2\left[m+(m+2)\omega\right]\equiv\frac a2(1+\omega)\quad\text{modulo }\Lambda,$$

because $m$ and $m+2$ are odd. In layer 2's frame it is $a\beta'/2$, which leaves the same half vector. Multiplying by $\omega$ gives the other two moire directions, with remainders $a/2$ and $a\omega/2$.

One node of the pattern therefore has a site of each layer at its centre. The other three have midpoints between neighbouring sites there. A rotation by $120^\circ$ about the common site permutes those three, so the four cells form one class of one and one class of three. The four cells share the stacking pattern exactly and, as we shall see, look nearly alike to slow electrons. An atomically resolved image could distinguish the classes.

**Q.** Surely the electrons see the atoms. Why would they not see the larger cell?

**A.** They do, but weakly when the moire is long. Take one orbital per site and an interlayer hopping energy $-w(|\mathbf r|)$ that depends on in-plane separation. Sum it between Bloch waves of momenta $p_1$ and $p_2$. The sum over layer 1 sites selects Fourier momenta $Q=p_1+g$, and the sum over layer 2 sites selects $Q=p_2+Rg'$. Here $g,g'$ are reciprocal vectors of layer 1 and $R$ is the twist. The matrix element is $-T(|Q|)$, where $T$ is the Fourier transform of $w$ divided by the layer cell area.

Since $p_2$ is defined modulo the reciprocal lattice of layer 2, we may choose its label with $g'=g$:

$$p_2=p_1+(1-R)g .$$

The vectors $(1-R)g$ are the moire reciprocal vectors, $M^*$. With these labels every hop respects the moire period.

**Q.** Then you have proved that the exact period does not matter.

**A.** Not quite: $p_1$ and $p_1+g$ label the same state of layer 1, and that identification joins different moire momenta. Suppose the mixing momentum $\kappa$ belongs to the exact reciprocal lattice but not to $M^*$. It has the form $\kappa=g+Rg'$. Put $g'=-g+h$. Then $h\ne0$, or $\kappa$ would be in $M^*$, and

$$\kappa=(1-R)g+Rh .$$

Let $|b|$ be the shortest reciprocal vector of a layer. Then $|h|\ge|b|$, while $|(1-R)g|=|g|\,a/L_M$. The triangle inequality gives $|g|\,a/L_M\ge|b|-|\kappa|$. For $r=2$ the shortest $\kappa$ is half a moire reciprocal vector, $|\kappa|=|b|a/(2L_M)$, so

$$|g|\ge|b|\left(\frac{L_M}{a}-\frac12\right).$$

For your structure this is at least $20.3\,|b|$. Such a large momentum must come from a hop at large $Q$, where a smooth $w$ has little weight, or from several hops. With weak hopping I therefore expect the mixing to fall steeply with $L_M/a$.

**Q.** Can you show it?

**A.** Use the edge of the exact Brillouin zone, where states at $\kappa/2$ and $-\kappa/2$ are degenerate until something couples them. I take a nearest-neighbour hopping $t$ in each layer. Near zero momentum its energy is $\tfrac32ta^2p^2$. Matching this to $\hbar^2p^2/2m^*$, with $m^*$ the free-electron mass, gives $t=\hbar^2/(3m^*a^2)=0.248$ eV. The interlayer hopping is Gaussian, $w=w_0e^{-r^2/2s^2}$, with $w_0=0.30$ eV and $s=0.064$ nm, so $T(0)=87.1$ meV and $T(|b|)=30.4$ meV. These settings are held fixed while the angle changes.

| Angle | $L_M/a$ | Moire cells | Edge gap (meV) |
|---|---:|---:|---:|
| $16.43^\circ$ | 3.50 | 4 | 0.137 |
| $13.17^\circ$ | 4.36 | 1 | 71.2 |
| $10.99^\circ$ | 5.22 | 4 | 0.0026 |
| $9.43^\circ$ | 6.08 | 1 | 77.2 |
| $8.26^\circ$ | 6.95 | 4 | 0.00007 |

For one cell, $\kappa$ is itself a moire vector. The lower states are symmetric combinations of the two layers, coupled by $\tfrac12(-T-T)=-T$. At the zone edge this hop has $|Q|=|b|\cos(\theta/2)$, so the leading gap is $2T(|Q|)$, 61.6 meV at $13.17^\circ$ and 61.2 meV at $9.43^\circ$. Higher orders in the hopping supply the rest. Halving the interlayer hopping reduces the gap at $9.43^\circ$ by 2.2, close to the factor 2 of a single hop. At $10.99^\circ$ the four-cell gap falls by 16.9, which points to a process of several hops. The steep fall depends on the smoothness of $w$. A cusped hopping $w_0e^{-r/s}$, with the same $w_0$, $s$ and $T(0)$, keeps weight at large $Q$ and gives four-cell gaps of 5.8, 2.2 and 1.2 meV at the same three angles.

At $8.26^\circ$ I also compared the lowest eight levels of the full atomic lattice, at one general momentum, with the combined levels of a moire-periodic model at the four corresponding momenta. They agreed within $5\times10^{-5}$ meV. At that momentum the low exact levels are, to that accuracy, four folded sets of moire levels.

**Q.** So which area should I use to convert a filled band into a carrier density?

**A.** The moire area, for an isolated moire band with two spins:

$$A_M=\frac{\sqrt3}{2}L_M^2=38.33\ \text{nm}^2,\qquad n=\frac2{A_M}=5.22\times10^{12}\ \text{cm}^{-2}.$$

In the exact cell, four folded bands hold eight carriers in an area $4A_M$, which is the same density. Using $2/A_C$, with $A_C=4A_M$, would give $1.30\times10^{12}$ cm$^{-2}$, filling only a quarter of the band. In this model, on a $6\times6$ momentum grid, the first band is 0.036 meV wide and lies 88 meV below the second.

**Q.** Could I use that density for twisted MoS2?

**A.** Not without changing the orbital model. The lattice constant and mass are rough values for holes at the zone centre of bilayer MoS2, but the hopping is a chosen one. It traps holes where sites lie on top of each other. Calculations for such bilayers near zero twist instead favour two staggered regions per moire cell. If the two regions are equivalent, the first two bands touch. A gap above the pair, where the moire potential is strong enough to open one, then corresponds to $4/A_M$, twice the density above. The 0.036 meV width is no prediction either. The Coulomb energy at one moire period is about 43 meV for a relative permittivity of 5, so interactions can dominate a partly filled band and may even enlarge its period.

Real layers also relax. Rough inputs of 50 N/m for the shear modulus and 15 meV per layer cell for the amplitude of each cosine wave in the stacking energy give, for one such wave alone, a relative displacement amplitude near 0.02 nm, about 6% of $a$. The three waves of a hexagonal moire together can displace the layers further. A uniaxial strain of 0.1% in one layer, along a lattice direction of the other, spreads the three moire lengths only from 6.60 to 6.72 nm with no transverse contraction, or from 6.58 to 6.73 nm with a Poisson ratio of 0.25, and a twist error of $+0.05^\circ$ shortens the period to 6.53 nm. Such errors generally destroy the exact coincidence while barely changing the moire.

**Q.** Then at a generic angle my crystal has no exact period, though I still see one?

**A.** Yes. If $\sqrt3\tan(\theta/2)$ is irrational, $C$ contains no nonzero vector, yet $M$ is still there. The length $L_M$ varies smoothly with angle; the exact period depends on the arithmetic of $m$ and $r$. Use $C$ to build a periodic atomic cell, and $M$ to describe the stacking and, for a long moire with weak, smooth coupling, the low-energy bands. The numerical output lists the values behind these comparisons.

## Table of computed values

```
coincidence angles enumerated: 106
largest exact cell enumerated (layer cells): 400
four-cell angles found (deg): [32.204, 16.426, 10.993, 8.256, 6.609]
lattice constant a = 0.32 nm; mass = 1.0 m0
in-layer hopping t = 0.2480 eV
interlayer peak w0 = 0.30 eV; range s = 0.064 nm
transform T(0) = 87.06 meV
transform T(|b|) = 30.38 meV
q=4: angle 16.426 deg, moire period 3.500 a, moire cells 4, edge gap 1.37e-01 meV
q=5: angle 13.174 deg, moire period 4.359 a, moire cells 1, edge gap 7.12e+01 meV
q=6: angle 10.993 deg, moire period 5.220 a, moire cells 4, edge gap 2.64e-03 meV
q=7: angle 9.430 deg, moire period 6.083 a, moire cells 1, edge gap 7.72e+01 meV
q=8: angle 8.256 deg, moire period 6.946 a, moire cells 4, edge gap 7.06e-05 meV
q=6: edge gap falls by factor 16.91 when w0 is halved
q=7: edge gap falls by factor 2.22 when w0 is halved
q=4: least umklapp |g|/|b| = 3.464, bound 3.000
q=6: least umklapp |g|/|b| = 5.196, bound 4.720
q=8: least umklapp |g|/|b| = 6.928, bound 6.446
folding test angle = 8.256 deg
exact levels (meV): [-93.0, -67.948, -53.449, -38.135, 54.492, 69.589, 85.84, 87.416]
folded levels (meV): [-93.0, -67.948, -53.449, -38.135, 54.492, 69.589, 85.84, 87.416]
largest folding difference = 4.79e-05 meV
example k = 12: twist = 2.7561 deg
moire period = 6.653 nm; exact period = 13.306 nm
lattice sites in exact cell, both layers = 3458
neighbour: twist = 2.6459 deg
neighbour: moire period = exact period = 6.930 nm
neighbour: lattice sites in exact cell = 938
twist difference = 0.1102 deg
moire cell area = 38.33 nm^2; exact = 153.33 nm^2
first moire band width (6x6 momenta) = 0.036 meV
gap to second moire band (6x6 momenta) = 88.46 meV
filling density 2/A_moire = 5.218e+12 cm^-2
mistaken density 2/A_exact = 1.304e+12 cm^-2
example umklapp bound |g|/|b| = 20.29
rough shear modulus = 50 N/m = 27.68 eV per cell
rough stacking corrugation = 15 meV per cell
relaxation amplitude: minimized 0.0192 nm, linear 0.0207 nm
uniaxial strain 0.1 %: moire lengths 6.598 to 6.718 nm
twist error +0.05 deg: moire period = 6.534 nm
Coulomb energy at one moire period, permittivity 5: 43.3 meV
thermal energy at 10 K = 0.86 meV
thermal energy at 300 K = 25.85 meV
```
